# The Radial Hartree Potential and the One-Centre Hartree Energy in PAW: a numerical check

```python
"""Radial Hartree potential and one-centre Hartree energy, as used in PAW.

Result under test, for a density n = sum_L n_L(r) Y_L ending at radius R:
  v_L(r) = 4 pi/(2l+1) [ r^-(l+1) int_0^r n_L s^(l+2) ds
                         + r^l int_r^R n_L s^(1-l) ds ]
  E = 1/2 sum_L int_0^R r^2 n_L v_L dr
and E[n] = E[nbar] + (sphere energy of n) - (sphere energy of nbar),
where nbar equals n outside the sphere and has the same multipole moments
inside. Y_L: real spherical harmonics; r_c: sphere radius; Q_L: moment
int_0^r_c r^(l+2) n_L dr; c_L r^l: potential inside due to outside charge.
Hartree atomic units. Example: chlorine atom, UHF/cc-pVDZ, hole along z.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import simpson
from scipy.interpolate import CubicSpline
from scipy.special import eval_legendre, spherical_jn
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
ELLS = (0, 2, 4)


def harmonic(l, mu):
    """Y_l0 as a function of mu = cos(theta)."""
    return np.sqrt((2*l + 1)/(4*np.pi))*eval_legendre(l, mu)


def potential_terms(r, n, l):
    """Inner-charge and outer-charge terms of v_L; density ends at r[-1]."""
    x = np.log(r)
    inner = CubicSpline(x, n*r**(l + 3)).antiderivative()(x)
    outer = CubicSpline(x, n*r**(2.0 - l)).antiderivative()(x)
    factor = 4*np.pi/(2*l + 1)
    return (factor*inner/r**(l + 1),
            factor*r**l*(outer[-1] - outer))


def radial_energy(r, n, l):
    v = sum(potential_terms(r, n, l))
    return 0.5*simpson(r**3*n*v, x=np.log(r))


def moment(r, n, l):
    return simpson(r**(l + 3)*n, x=np.log(r))


# Symbolic test: the integral formula satisfies the radial Poisson equation.
rs, ss = sp.symbols("r s", positive=True)
for l in range(4):
    source = ss**l*sp.exp(-ss)
    inside = sp.integrate(sp.expand(source*ss**(l + 2)), (ss, 0, rs))
    outside = sp.integrate(sp.expand(source*ss**(1 - l)), (ss, rs, sp.oo))
    v = 4*sp.pi/(2*l + 1)*(inside/rs**(l + 1) + rs**l*outside)
    residual = (sp.diff(rs*v, rs, 2)/rs - l*(l + 1)*v/rs**2
                + 4*sp.pi*source.subs(ss, rs))
    assert sp.simplify(sp.expand(residual)) == 0

# The closed-shell anion supplies a starting density with a hole in 3p_z.
anion = gto.M(atom="Cl 0 0 0", basis="cc-pvdz", charge=-1, verbose=0)
mf_anion = scf.RHF(anion).run(conv_tol=1e-12)
assert mf_anion.converged
occupied = mf_anion.mo_coeff[:, :9]
pz_row = [i for i, name in enumerate(anion.ao_labels()) if "3pz" in name][0]
mix = occupied[pz_row, 6:9]
hole = occupied[:, 6:9] @ (mix/np.linalg.norm(mix))
dm_up = occupied @ occupied.T
dm_start = np.array([dm_up, dm_up - np.outer(hole, hole)])
mol = gto.M(atom="Cl 0 0 0", basis="cc-pvdz", spin=1, verbose=0)
mf = scf.UHF(mol)
mf.conv_tol = 1e-12
mf.kernel(dm0=dm_start)
assert mf.converged
dm = np.asarray(mf.make_rdm1()).sum(axis=0)
coulomb = scf.hf.get_jk(mol, dm)[0]
E_gauss = 0.5*np.sum(coulomb*dm)

# Logarithmic radial grid with nodes exactly at the sample and sphere radii.
r_sample, r_c, r_max = 0.5, 1.5, 15.0
x = np.concatenate([np.linspace(np.log(1e-5), np.log(r_sample), 1801),
                    np.linspace(np.log(r_sample), np.log(r_c), 401)[1:],
                    np.linspace(np.log(r_c), np.log(r_max), 801)[1:]])
r = np.exp(x)
i_sample, i_c = 1800, 2200
r_in = r[:i_c + 1]
mu_nodes, mu_weights = np.polynomial.legendre.leggauss(6)


def points(radii, mu, phi):
    sine = np.sqrt(1 - mu**2)
    return np.outer(radii, [sine*np.cos(phi), sine*np.sin(phi), mu])


def density(radii, mu, phi):
    ao = mol.eval_gto("GTOval_sph", points(radii, mu, phi))
    return np.sum((ao @ dm)*ao, axis=1)


samples = np.array([density(r, mu, 0.3) for mu in mu_nodes])
n = {l: 2*np.pi*(mu_weights*harmonic(l, mu_nodes)) @ samples for l in ELLS}
# These components must rebuild the density at directions not used above.
for mu, phi in ((0.37, 1.1), (-0.81, 2.4)):
    rebuilt = sum(n[l]*harmonic(l, mu) for l in ELLS)
    assert np.max(np.abs(r**2*(rebuilt - density(r, mu, phi)))) < 1e-6
electrons = np.sqrt(4*np.pi)*moment(r, n[0], 0)
assert abs(electrons - mol.nelectron) < 1e-6


def gaussian_potential(radius):
    """Angular components of the potential from analytic integrals."""
    values = []
    for mu in mu_nodes:
        with mol.with_rinv_origin(points([radius], mu, 0.3)[0]):
            values.append(np.sum(mol.intor("int1e_rinv")*dm))
    return {l: 2*np.pi*np.sum(mu_weights*harmonic(l, mu_nodes)*values)
            for l in ELLS}


terms = {l: potential_terms(r, n[l], l) for l in ELLS}
v_gauss = {i: gaussian_potential(r[i]) for i in (i_sample, i_c)}
for i in v_gauss:
    for l in ELLS:
        assert abs(terms[l][0][i] + terms[l][1][i] - v_gauss[i][l]) < 1e-5

E_full = {l: radial_energy(r, n[l], l) for l in ELLS}
assert abs(sum(E_full.values()) - E_gauss) < 2e-5

# Smooth density, compensation charge and sphere energies.
smooth, nbar, Q, Q_smooth, c = {}, {}, {}, {}, {}
E_sphere, E_bar_sphere, coefficients = {}, {}, {}
for l in ELLS:
    edge = n[l][i_c]
    slope = CubicSpline(x, n[l])(x[i_c], 1)/r_c
    b = (slope/r_c**l - l*edge/r_c**(l + 1))/(2*r_c)
    a = edge/r_c**l - b*r_c**2
    coefficients[l] = (a, b)
    smooth[l] = n[l].copy()
    smooth[l][:i_c + 1] = r_in**l*(a + b*r_in**2)
    shape = r_in**l*(1 - (r_in/r_c)**2)**2
    shape = shape/moment(r_in, shape, l)
    Q[l] = moment(r_in, n[l][:i_c + 1], l)
    Q_smooth[l] = moment(r_in, smooth[l][:i_c + 1], l)
    nbar[l] = smooth[l].copy()
    nbar[l][:i_c + 1] += (Q[l] - Q_smooth[l])*shape
    E_sphere[l] = radial_energy(r_in, n[l][:i_c + 1], l)
    E_bar_sphere[l] = radial_energy(r_in, nbar[l][:i_c + 1], l)
    c[l] = 4*np.pi/(2*l + 1)*simpson(
        n[l][i_c:]*r[i_c:]**(2.0 - l), x=x[i_c:])
    # Exact potential minus sphere potential must be c r^l at both radii.
    v_sphere = sum(potential_terms(r_in, n[l][:i_c + 1], l))
    for i in v_gauss:
        assert abs(v_gauss[i][l] - v_sphere[i] - c[l]*r[i]**l) < 1e-5

# Smooth energy from Fourier-Bessel transforms, without the radial potential.
k_unit, k_weights = np.polynomial.legendre.leggauss(400)
k_max = 40.0
k = 0.5*k_max*(k_unit + 1)
k_weights = 0.5*k_max*k_weights
E_bar = {}
for l in ELLS:
    transform = simpson(spherical_jn(l, np.outer(k, r))*r**3*nbar[l],
                        x=x, axis=1)
    E_bar[l] = 4*np.sum(k_weights*transform**2)
    assert abs(E_bar[l] - radial_energy(r, nbar[l], l)) < 1e-5
correction = {l: E_sphere[l] - E_bar_sphere[l] for l in ELLS}
E_paw = sum(E_bar.values()) + sum(correction.values())
assert abs(E_paw - E_gauss) < 3e-5

# Omitting compensation must cause exactly the predicted energy defect.
E_uncompensated = sum(radial_energy(r, smooth[l], l) + E_sphere[l]
                      - radial_energy(r_in, smooth[l][:i_c + 1], l)
                      for l in ELLS)
defect = E_gauss - E_uncompensated
predicted_defect = sum(c[l]*(Q[l] - Q_smooth[l]) for l in ELLS)
assert abs(defect - predicted_defect) < 3e-5


def show(value):
    return f"{value:.5f}" if abs(value) >= 0.01 else f"{value:.4e}"


print("Chlorine atom, UHF/cc-pVDZ, hole along z; all m = 0")
print(f"electrons from n_00: {electrons:.6f}")
print(f"sphere radius r_c: {r_c:.1f} bohr")
for i in (i_sample, i_c):
    for l in ELLS:
        inner, outer = terms[l][0][i], terms[l][1][i]
        print(f"r={r[i]:.1f} bohr, l={l}: inner term {show(inner)}, "
              f"outer term {show(outer)} hartree")
        print(f"  v_L: radial {show(inner + outer)}, "
              f"Gaussian integrals {show(v_gauss[i][l])} hartree")
for l in ELLS:
    print(f"l={l}: whole-atom Hartree energy {show(E_full[l])} hartree")
    print(f"  smooth density a={show(coefficients[l][0])}, "
          f"b={show(coefficients[l][1])} atomic units")
    print(f"  moments: true Q={show(Q[l])}, smooth Q={show(Q_smooth[l])}"
          " atomic units")
    print(f"  outside-charge coefficient c={show(c[l])} atomic units")
    print(f"  sphere energy: true {show(E_sphere[l])}, compensated "
          f"{show(E_bar_sphere[l])} hartree")
    print(f"  one-centre correction {show(correction[l])} hartree")
    print(f"  smooth energy, Fourier-Bessel {show(E_bar[l])} hartree")
print(f"sum over l, radial formula: {sum(E_full.values()):.5f} hartree")
print(f"total from Gaussian integrals: {E_gauss:.5f} hartree")
print(f"total in eV: {E_gauss*HARTREE_EV:.2f} eV")
print(f"smooth energy, all l: {sum(E_bar.values()):.5f} hartree")
print(f"one-centre correction, all l: {sum(correction.values()):.5f} hartree")
print(f"correction in eV: {sum(correction.values())*HARTREE_EV:.2f} eV")
print(f"smooth energy plus correction: {E_paw:.5f} hartree")
print(f"energy missing without compensation: {defect:.5f} hartree")
print(f"predicted missing energy: {predicted_defect:.5f} hartree")
print("no test failed")
```

Printed output:

```
Chlorine atom, UHF/cc-pVDZ, hole along z; all m = 0
electrons from n_00: 17.000000
sphere radius r_c: 1.5 bohr
r=0.5 bohr, l=0: inner term 56.47540, outer term 27.99081 hartree
  v_L: radial 84.46621, Gaussian integrals 84.46621 hartree
r=0.5 bohr, l=2: inner term -0.01094, outer term -0.05241 hartree
  v_L: radial -0.06336, Gaussian integrals -0.06336 hartree
r=0.5 bohr, l=4: inner term 1.1678e-06, outer term 2.0427e-05 hartree
  v_L: radial 2.1595e-05, Gaussian integrals 2.1595e-05 hartree
r=1.5 bohr, l=0: inner term 30.54255, outer term 6.95023 hartree
  v_L: radial 37.49278, Gaussian integrals 37.49278 hartree
r=1.5 bohr, l=2: inner term -0.09001, outer term -0.11034 hartree
  v_L: radial -0.20035, Gaussian integrals -0.20035 hartree
r=1.5 bohr, l=4: inner term 1.2014e-04, outer term 1.5010e-04 hartree
  v_L: radial 2.7025e-04, Gaussian integrals 2.7025e-04 hartree
l=0: whole-atom Hartree energy 202.96881 hartree
  smooth density a=1.26407, b=-0.31311 atomic units
  moments: true Q=3.64575, smooth Q=0.94655 atomic units
  outside-charge coefficient c=6.95023 atomic units
  sphere energy: true 174.16882, compensated 84.38180 hartree
  one-centre correction 89.78702 hartree
  smooth energy, Fourier-Bessel 113.18179 hartree
l=2: whole-atom Hartree energy 0.01944 hartree
  smooth density a=-0.08833, b=0.02626 atomic units
  moments: true Q=-0.12087, smooth Q=-0.10343 atomic units
  outside-charge coefficient c=-0.04904 atomic units
  sphere energy: true 4.9341e-03, compensated 4.9019e-03 hartree
  one-centre correction 3.2191e-05 hartree
  smooth energy, Fourier-Bessel 0.01941 hartree
l=4: whole-atom Hartree energy 7.0983e-08 hartree
  smooth density a=1.8857e-04, b=-6.1158e-05 atomic units
  moments: true Q=6.5341e-04, smooth Q=5.6723e-04 atomic units
  outside-charge coefficient c=2.9650e-05 atomic units
  sphere energy: true 1.8945e-08, compensated 1.8367e-08 hartree
  one-centre correction 5.7877e-10 hartree
  smooth energy, Fourier-Bessel 7.0404e-08 hartree
sum over l, radial formula: 202.98825 hartree
total from Gaussian integrals: 202.98825 hartree
total in eV: 5523.59 eV
smooth energy, all l: 113.20120 hartree
one-centre correction, all l: 89.78705 hartree
correction in eV: 2443.23 eV
smooth energy plus correction: 202.98825 hartree
energy missing without compensation: 18.76089 hartree
predicted missing energy: 18.76089 hartree
no test failed
```
